# Why the Kubo-Greenwood dc conductivity on a grid needs a window: a numerical check

```python
"""
Result under test: the Kubo-Greenwood dc conductivity of a one-band crystal,
  sigma = (2/(pi V)) Tr[v ImG v ImG],  G = 1/(E - H + i eta),
equals the Boltzmann value with tau = 1/(2 eta), provided the k sum is
converged; at fixed energy this needs eta of at least about the energy step
between neighbouring k points.
Hartree atomic units (hbar = e = 1); the factor 2 is for spin.
Chain: eps(k) = -2 t cos(k a), v(k) = 2 t a sin(k a), E = 0 (band centre).
step = 2 t (2 pi/n): energy step at E = 0 for n k points.
shift = 0 puts a level at E; shift = 0.5 puts E midway between two levels.
The conductivity of a chain has the unit e^2 bohr/hbar.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad

hopping = 0.05
lattice = 5.0
eta0 = 0.002
v_fermi = 2 * hopping * lattice


def lorentz(x, eta):
    return eta / np.pi / (x * x + eta * eta)


def gauss(x, s):
    return np.exp(-x * x / (2 * s * s)) / (s * np.sqrt(2 * np.pi))


def kubo_chain(n, width, shift=0.0, energy=0.0, window=lorentz):
    ka = 2 * np.pi * (np.arange(n) + shift) / n
    eps = -2 * hopping * np.cos(ka)
    vel = 2 * hopping * lattice * np.sin(ka)
    total = np.sum(vel**2 * window(energy - eps, width)**2)
    return 2 * np.pi * total / (n * lattice)


def boltzmann(tau):
    return 2 * tau * v_fermi / np.pi


def energy_step(n):
    return 2 * hopping * 2 * np.pi / n


def poisson_ratio(x, shift):
    m = np.arange(1, 400)
    terms = (1 + m * x) * np.exp(-m * x) * np.cos(2 * np.pi * m * shift)
    return 1 + 2 * np.sum(terms)


# Integral of the squared Lorentzian, and of a product of displaced ones
square = 2 * quad(lambda y: lorentz(y, 1.0)**2, 0, np.inf)[0] / eta0
assert abs(square * 2 * np.pi * eta0 - 1) < 1e-8
gap = 1.7
overlap = quad(lambda y: lorentz(y, 1.0) * lorentz(y - gap, 1.0),
               -np.inf, np.inf)[0]
assert abs(overlap / lorentz(gap, 2.0) - 1) < 1e-6

# Real-space trace with an inverted matrix against the k sum
n_ring = 200
ham = np.zeros((n_ring, n_ring), complex)
velocity = np.zeros((n_ring, n_ring), complex)
for j in range(n_ring):
    nxt = (j + 1) % n_ring
    ham[nxt, j] = ham[j, nxt] = -hopping
    velocity[nxt, j] = 1j * hopping * lattice
    velocity[j, nxt] = -1j * hopping * lattice
green = np.linalg.inv(1j * eta0 * np.eye(n_ring) - ham)
im_green = (green - green.conj().T) / 2j
trace = np.trace(velocity @ im_green @ velocity @ im_green).real
sigma_trace = 2 * trace / (np.pi * n_ring * lattice)
assert abs(sigma_trace / kubo_chain(n_ring, eta0) - 1) < 1e-8

# Current of a Fermi sea displaced by force*tau against the converged k sum
tau0 = 1 / (2 * eta0)
force = 1e-6
k_fermi = np.pi / (2 * lattice)
displaced = quad(lambda k: v_fermi * np.sin(k * lattice),
                 -k_fermi + force * tau0, k_fermi + force * tau0,
                 epsabs=1e-14)[0]
sigma_sea = 2 * displaced / (2 * np.pi) / force
sigma_fine = kubo_chain(4000, eta0)
assert abs(sigma_sea / sigma_fine - 1) < 1e-3
assert abs(boltzmann(tau0) / sigma_sea - 1) < 1e-4

# Gaussian window: another shape gives another relaxation time
tau_gauss = np.sqrt(np.pi) / (2 * eta0)
sigma_gauss = kubo_chain(4000, eta0, window=gauss)
assert abs(sigma_gauss / boltzmann(tau_gauss) - 1) < 1e-3

# Large eta: closed form of the band-centre zone integral
eta_large = hopping
ratio_large = kubo_chain(4000, eta_large) / boltzmann(1 / (2 * eta_large))
closed = 1 / np.sqrt(1 + eta_large**2 / (4 * hopping**2))
assert abs(ratio_large - closed) < 1e-8

au_fs = constants.physical_constants["atomic unit of time"][0] * 1e15
print(f"hopping t = {hopping} hartree, a = {lattice} bohr")
print(f"eta = {eta0} hartree, speed at E=0 = {v_fermi:.3f} a.u.")
print(f"integral of L^2 = {square:.4f} 1/hartree")
print(f"1/(2 pi eta)    = {1 / (2 * np.pi * eta0):.4f} 1/hartree")
print(f"tau = {tau0:.1f} a.u. of time = {tau0 * au_fs:.3f} fs")
print(f"mean free path = {v_fermi * tau0:.1f} bohr")
print("conductivities in e^2 bohr/hbar:")
print(f"Boltzmann {boltzmann(tau0):.4f}, displaced sea {sigma_sea:.4f}")
print(f"Kubo, 4000 k points {sigma_fine:.4f}")
print(f"Kubo, real-space trace, 200 sites {sigma_trace:.4f}")
print(f"Gaussian window, s = eta: {sigma_gauss:.4f}")
print(f"Gaussian tau = {tau_gauss:.2f} a.u. of time")
print(f"eta = t: Kubo/Boltzmann = {ratio_large:.5f}")

# Fixed eta, growing grid: direct sums against the Poisson formula
print("fixed eta; sigma in e^2 bohr/hbar, step in hartree")
print("n, step, eta/step, sigma on level, sigma midway")
for n in (40, 100, 200, 400, 800):
    step = energy_step(n)
    values = []
    for shift in (0.0, 0.5):
        sigma = kubo_chain(n, eta0, shift)
        predicted = poisson_ratio(2 * np.pi * eta0 / step, shift)
        assert abs(sigma / boltzmann(tau0) / predicted - 1) < 0.01
        values.append(sigma)
    print(f"{n:4d} {step:.6f} {eta0 / step:.3f} "
          f"{values[0]:.3f} {values[1]:.3f}")

# Fixed grid, shrinking eta
n_fixed = 200
step = energy_step(n_fixed)
print(f"fixed n = {n_fixed}, step = {step:.6f} hartree")
print("eta/step, Kubo/Boltzmann on level, midway")
for factor in (2.0, 1.0, 0.5, 0.25, 0.1, 0.02):
    eta = factor * step
    ratios = [kubo_chain(n_fixed, eta, s) / boltzmann(1 / (2 * eta))
              for s in (0.0, 0.5)]
    print(f"{factor:.2f} {ratios[0]:.5f} {ratios[1]:.3e}")
# The last pair has eta far below the step: limiting power laws
assert abs(ratios[0] / (2 / (np.pi * factor)) - 1) < 0.01
assert abs(ratios[1] / (2 * np.pi**3 * factor**3 / 3) - 1) < 0.02

# Thermal smearing with kT = step and eta = step/10
kt = step
eta_small = 0.1 * step
energies = np.arange(-3000, 3001) * 0.01 * step
weight = 1 / (4 * kt * np.cosh(energies / (2 * kt))**2)
kelvin = constants.physical_constants["hartree-kelvin relationship"][0]
print(f"thermal: kT = {kt:.6f} hartree = {kt * kelvin:.0f} K")
print("thermal, eta = step/10: Kubo/Boltzmann")
for shift, name in ((0.0, "on level"), (0.5, "midway")):
    curve = np.array([kubo_chain(n_fixed, eta_small, shift, e)
                      for e in energies])
    thermal = np.sum(weight * curve) * 0.01 * step
    ratio = thermal / boltzmann(1 / (2 * eta_small))
    assert abs(ratio - 1) < 0.005
    print(f"  {name}: {ratio:.5f}")

# Square lattice: grid step against mean level spacing
n_side = 40
energy_2d = -hopping


def square_sum(kx, ky, eta):
    eps = -2 * hopping * (np.cos(kx)[:, None] + np.cos(ky)[None, :])
    vx2 = (2 * hopping * lattice * np.sin(kx)[:, None])**2
    return np.mean(vx2 * lorentz(energy_2d - eps, eta)**2)


rng = np.random.default_rng(7)
shifts = rng.random((400, 2))
fine = np.pi * (np.arange(2000) + 0.5) / 2000
step_2d = energy_step(n_side)
mean_spacing = 8 * hopping / n_side**2
print(f"square lattice {n_side} x {n_side}, E = {energy_2d} hartree")
print(f"largest step along kx = {step_2d:.6f} hartree")
print(f"band width/number of levels = {mean_spacing:.6f} hartree")
print("rms relative error over 400 random grid shifts:")
rms = {}
for name, eta in (("eta = step", step_2d), ("eta = step/4", step_2d / 4),
                  ("eta = mean spacing", mean_spacing)):
    reference = square_sum(fine, fine, eta)
    errors = []
    for sx, sy in shifts:
        kx = 2 * np.pi * (np.arange(n_side) + sx) / n_side
        ky = 2 * np.pi * (np.arange(n_side) + sy) / n_side
        errors.append(square_sum(kx, ky, eta) / reference - 1)
    rms[name] = np.sqrt(np.mean(np.square(errors)))
    print(f"  {name}: {rms[name]:.2e}")
assert rms["eta = step"] < 0.03
assert rms["eta = mean spacing"] > 0.3

print("no test failed")
```

It prints:

```
hopping t = 0.05 hartree, a = 5.0 bohr
eta = 0.002 hartree, speed at E=0 = 0.500 a.u.
integral of L^2 = 79.5775 1/hartree
1/(2 pi eta)    = 79.5775 1/hartree
tau = 250.0 a.u. of time = 6.047 fs
mean free path = 125.0 bohr
conductivities in e^2 bohr/hbar:
Boltzmann 79.5775, displaced sea 79.5775
Kubo, 4000 k points 79.5616
Kubo, real-space trace, 200 sites 94.6338
Gaussian window, s = eta: 141.0333
Gaussian tau = 443.11 a.u. of time
eta = t: Kubo/Boltzmann = 0.89443
fixed eta; sigma in e^2 bohr/hbar, step in hartree
n, step, eta/step, sigma on level, sigma midway
  40 0.015708 0.127 398.104 2.991
 100 0.006283 0.318 162.100 27.168
 200 0.003142 0.637 94.634 65.451
 400 0.001571 1.273 80.043 79.081
 800 0.000785 2.546 79.562 79.561
fixed n = 200, step = 0.003142 hartree
eta/step, Kubo/Boltzmann on level, midway
2.00 0.99813 9.979e-01
1.00 1.02683 9.724e-01
0.50 1.38685 6.675e-01
0.25 2.56569 2.081e-01
0.10 6.36755 1.913e-02
0.02 31.83100 1.648e-04
thermal: kT = 0.003142 hartree = 992 K
thermal, eta = step/10: Kubo/Boltzmann
  on level: 0.99837
  midway: 0.99837
square lattice 40 x 40, E = -0.05 hartree
largest step along kx = 0.015708 hartree
band width/number of levels = 0.000250 hartree
rms relative error over 400 random grid shifts:
  eta = step: 1.13e-03
  eta = step/4: 8.08e-02
  eta = mean spacing: 6.26e-01
no test failed
```
